# Comment on a positivity claim for centred drift-diffusion differences: a numerical check

```python
# RESULT UNDER TEST: centred differences for steady drift-diffusion keep
# densities nonnegative if |P| < 2 in every cell; on a uniform mesh with P > 2
# a large enough downstream/upstream density contrast gives a negative density.
# Symbols: flux F = v n - D dn/dx, v signed drift velocity, D diffusivity,
# h cell width, P = v h / D = (potential drop per cell) / (thermal voltage),
# r = (2+P)/(2-P) growth factor of the discrete mode, N number of cells.
# Scharfetter-Gummel (SG) weights use B(x) = x/(exp(x)-1).
import numpy as np
import sympy as sp
from scipy.constants import k, e


def centred(P):
    return 1 + P / 2, 1 - P / 2


def bernoulli(x):
    return x / np.expm1(x)          # only called with nonzero x


def sg(P):
    return bernoulli(-P), bernoulli(P)


def solve(P, width, left, right, source, weights):
    """Solve the flux balances (D = 1); return densities at all nodes."""
    a, b = weights(P)
    a, b = a / width, b / width
    A = (np.diag(a[1:] + b[:-1]) - np.diag(b[1:-1], 1)
         - np.diag(a[1:-1], -1))
    rhs = np.array(source, dtype=float)
    rhs[0] += a[0] * left
    rhs[-1] += b[-1] * right
    return np.concatenate(([left], np.linalg.solve(A, rhs), [right]))


def uniform(P, N, left, right, weights=centred):
    return solve(np.full(N, float(P)), np.ones(N), left, right,
                 np.zeros(N - 1), weights)


def exact(total_P, N, left, right):
    s = np.arange(N + 1) / N
    return left + (right - left) * np.expm1(total_P * s) / np.expm1(total_P)


def flux_over_v(n, P, weights=centred):
    a, b = weights(P)
    return (a * n[:-1] - b * n[1:]) / P


# The continuous solution has constant flux and the right contact values.
x, v, D, L, nl, nr = sp.symbols("x v D L n_l n_r", positive=True)
n_sym = nl + (nr - nl) * (sp.exp(v*x/D) - 1) / (sp.exp(v*L/D) - 1)
F_sym = v * n_sym - D * sp.diff(n_sym, x)
assert sp.simplify(sp.diff(F_sym, x)) == 0
assert sp.simplify(n_sym.subs(x, 0) - nl) == 0
assert sp.simplify(n_sym.subs(x, L) - nr) == 0
# Centred weight is the first-order truncation of the SG weight.
z = sp.symbols("z")
B_series = sp.series(z / (sp.exp(z) - 1), z, 0, 3).removeO()
assert sp.expand(B_series - (1 - z/2 + z**2/12)) == 0

# Matrix solutions against the closed mode formula and negativity threshold.
for P in (0.5, 1.5, 2.1, 3.0, 7.7, 20.0):
    r = (2 + P) / (2 - P)
    for N in (2, 3, 6, 9):
        n = uniform(P, N, 1.0, 50.0)
        i = np.arange(N + 1)
        formula = 1 + 49 * (r**i - 1) / (r**N - 1)
        assert np.allclose(n, formula, rtol=1e-9, atol=1e-9)
        F_formula = 1 - 49 / (r**N - 1)
        assert np.allclose(flux_over_v(n, P), F_formula, rtol=1e-8, atol=1e-8)
        if P > 2:
            limit = 1 + abs((r**N - 1) / (r**(N - 1) - 1))
            assert uniform(P, N, 1.0, 0.99 * limit).min() > 0
            assert uniform(P, N, 1.0, 1.01 * limit).min() < 0
            # a denser upstream contact never gives a negative density
            assert uniform(P, N, 1e4, 1.0).min() > 0
for P in (0.5, 1.5, 1.99, 2.0):
    for N in (2, 3, 6, 9):
        assert uniform(P, N, 1.0, 1e6).min() > 0
P_far = 3.0
r_far = (2 + P_far) / (2 - P_far)
far_limit = 2 * P_far / (P_far - 2)
assert uniform(P_far, 40, 1.0, 0.99 * far_limit).min() > 0
assert uniform(P_far, 40, 1.0, 1.01 * far_limit).min() < 0

# Random nonuniform meshes, sign-changing fields and nonnegative generation.
rng = np.random.default_rng(4)
trials = 500
negative = {"centred, |P|<1.9": 0, "centred, |P|<6": 0, "SG, |P|<6": 0}
for _ in range(trials):
    shape = rng.uniform(-1, 1, 8)
    width = rng.uniform(0.2, 2.0, 8)
    left, right = rng.uniform(0, 1, 2)
    source = rng.uniform(0, 0.1, 7)
    for name, size, w in (("centred, |P|<1.9", 1.9, centred),
                          ("centred, |P|<6", 6.0, centred),
                          ("SG, |P|<6", 6.0, sg)):
        n = solve(size * shape, width, left, right, source, w)
        # tolerance covers rounding in nearly trapping potential wells
        if n.min() < -1e-9 * np.abs(n).max():
            negative[name] += 1
assert negative["centred, |P|<1.9"] == 0
assert negative["SG, |P|<6"] == 0
assert negative["centred, |P|<6"] > 0

# Worked example.
T = 300.0                 # K
field = 1e8               # V/m
h = 2e-9                  # m
up, down = 1e15, 1e17     # cm^-3
VT = k * T / e
P = field * h / VT
r = (2 + P) / (2 - P)
print(f"temperature {T:.0f} K, field {field/1e8:.1f} MV/cm")
print(f"cell width {h*1e9:.1f} nm, drop per cell {field*h:.3f} V")
print(f"upstream {up:.1e}, downstream {down:.1e} cm^-3")
print(f"thermal voltage {VT*1e3:.3f} mV, limit 2VT {2*VT*1e3:.3f} mV")
print(f"mesh Peclet number P = {P:.4f}, mode factor r = {r:.4f}")
print(f"largest safe cell width {2*VT/field*1e9:.4f} nm")

n2 = uniform(P, 2, up, down)
ex2 = exact(2 * P, 2, up, down)
hand = 0.5 * ((1 + P/2) * up + (1 - P/2) * down)
assert np.isclose(n2[1], hand, rtol=1e-10) and n2[1] < 0
limit2 = (P + 2) / (P - 2)
assert uniform(P, 2, 1.0, 0.99 * limit2)[1] > 0
assert uniform(P, 2, 1.0, 1.01 * limit2)[1] < 0
F2 = flux_over_v(n2, P)
F2_exact = up - (down - up) / np.expm1(2 * P)
assert F2[0] < 0 < F2_exact
print("TWO CELLS")
print(f"weights 1+P/2 = {1+P/2:.4f}, 1-P/2 = {1-P/2:.4f}")
print(f"contrast: actual {down/up:.1f}, threshold {limit2:.4f}")
print(f"middle density: centred {n2[1]:.4e} cm^-3")
print(f"middle density: exact   {ex2[1]:.4e} cm^-3")
print(f"centred F/v, cells 1 and 2: {F2[0]:.4e}, {F2[1]:.4e} cm^-3")
print(f"exact F/v: {F2_exact:.4e} cm^-3")
swapped = uniform(P, 2, down, up)[1]
assert swapped > down
print(f"contacts exchanged, centred middle: {swapped:.4e} cm^-3")

length = 20e-9
total_P = field * length / VT
N = 10
nc = uniform(total_P / N, N, up, down)
ns = uniform(total_P / N, N, up, down, sg)
ne = exact(total_P, N, up, down)
assert np.allclose(ns, ne, rtol=1e-9)
assert nc.min() < 0 and np.argmin(nc) == N - 1
print(f"TEN CELLS, length {length*1e9:.0f} nm, densities in cm^-3")
print("x (nm)   centred       SG            exact")
for i in range(N + 1):
    pos = i * length / N * 1e9
    print(f"{pos:5.1f}  {nc[i]:12.4e}  {ns[i]:12.4e}  {ne[i]:12.4e}")
print(f"centred F/v {flux_over_v(nc, P)[0]:.4e} cm^-3")
print(f"exact F/v {up - (down-up)/np.expm1(total_P):.4e} cm^-3")

print("REFINEMENT at fixed length; contrast limit for negativity")
print("cells   P        limit      lowest density (cm^-3)")
for N in (10, 20, 30, 37, 38, 39, 80):
    p = total_P / N
    lowest = uniform(p, N, up, down).min()
    if p > 2:
        q = (2 + p) / (2 - p)
        # q**(1-N) form avoids large powers
        limit = 1 + abs((q - q**(1 - N)) / (1 - q**(1 - N)))
        assert (lowest < 0) == (down / up > limit)
        text = f"{limit:9.3f}"
    else:
        assert lowest > 0
        text = "     none"
    print(f"{N:4d}  {p:7.4f}  {text}  {lowest:12.4e}")

errors = []
for N in (39, 400, 800):
    diff = uniform(total_P / N, N, up, down) - exact(total_P, N, up, down)
    errors.append(np.abs(diff).max())
    print(f"largest nodal error, {N} cells: {errors[-1]:.4e} cm^-3")
order = np.log2(errors[1] / errors[2])
assert 1.9 < order < 2.1
print(f"observed convergence order {order:.3f}")

drop = 1000.0
print(f"least cells for {drop:.0f} V: {int(np.ceil(drop/(2*VT)))}")
print(f"RANDOM MESHES: negative cases out of {trials}")
for name, count in negative.items():
    print(f"{name}: {count}")
print("all good")
```

Running it gives:

```
temperature 300 K, field 1.0 MV/cm
cell width 2.0 nm, drop per cell 0.200 V
upstream 1.0e+15, downstream 1.0e+17 cm^-3
thermal voltage 25.852 mV, limit 2VT 51.704 mV
mesh Peclet number P = 7.7363, mode factor r = -1.6973
largest safe cell width 0.5170 nm
TWO CELLS
weights 1+P/2 = 4.8682, 1-P/2 = -2.8682
contrast: actual 100.0, threshold 1.6973
middle density: centred -1.4097e+17 cm^-3
middle density: exact   1.0432e+15 cm^-3
centred F/v, cells 1 and 2: -5.1636e+16, -5.1636e+16 cm^-3
exact F/v: 9.9998e+14 cm^-3
contacts exchanged, centred middle: 2.4197e+17 cm^-3
TEN CELLS, length 20 nm, densities in cm^-3
x (nm)   centred       SG            exact
  0.0    1.0000e+15    1.0000e+15    1.0000e+15
  2.0   -3.5255e+14    1.0000e+15    1.0000e+15
  4.0    1.9431e+15    1.0000e+15    1.0000e+15
  6.0   -1.9534e+15    1.0000e+15    1.0000e+15
  8.0    4.6602e+15    1.0000e+15    1.0000e+15
 10.0   -6.5650e+15    1.0000e+15    1.0000e+15
 12.0    1.2488e+16    1.0000e+15    1.0000e+15
 14.0   -1.9851e+16    1.0000e+15    1.0000e+15
 16.0    3.5037e+16    1.0000e+15    1.0000e+15
 18.0   -5.8125e+16    1.0432e+15    1.0432e+15
 20.0    1.0000e+17    1.0000e+17    1.0000e+17
centred F/v 4.9856e+14 cm^-3
exact F/v 1.0000e+15 cm^-3
REFINEMENT at fixed length; contrast limit for negativity
cells   P        limit      lowest density (cm^-3)
  10   7.7363      2.674   -5.8125e+16
  20   3.8682      4.141   -3.0517e+16
  30   2.5788      8.911   -1.1514e+16
  37   2.0909     46.002   -1.1999e+15
  38   2.0359    113.482    1.1986e+14
  39   1.9837       none    1.0000e+15
  80   0.9670       none    1.0000e+15
largest nodal error, 39 cells: 1.3213e+16 cm^-3
largest nodal error, 400 cells: 1.1394e+14 cm^-3
largest nodal error, 800 cells: 2.8396e+13 cm^-3
observed convergence order 2.004
least cells for 1000 V: 19341
RANDOM MESHES: negative cases out of 500
centred, |P|<1.9: 0
centred, |P|<6: 495
SG, |P|<6: 0
all good
```
